# Extrapolating charged-defect energies from three supercells: size terms and noise

## Problem

A defect of charge $q$ (in units of $e$) is computed in cubic supercells of edge $L=na$, where $a$ is the lattice constant of the host and $n=2,3,4$. The energies are fitted to

$$E(n)=E_0+\frac{A}{n}+\frac{B}{n^3},$$

and $E_0$ is taken as the energy of the isolated defect.

1. Model the defect charge by a Gaussian of standard deviation $s$ along each axis, in a medium of relative permittivity $\varepsilon$ with a uniform neutralising background. Derive $A$ and $B$, and state when the form holds.
2. Express $E_0$ through the three computed energies.
3. Each energy carries an independent error of zero mean and standard deviation $\sigma$. Find the standard deviation of $E_0$. What changes if the errors are correlated, or grow with the cell?
4. Which feature of the fit causes the amplification? Compare fits that keep one size term.
5. Evaluate the case $a=0.54$ nm, $\varepsilon=12$, $s=0.20$ nm, $q=+1$, $\sigma=10$ meV, and judge which fit serves best.

## Solution

### 1. Origin of the two size terms

Let $V=L^3$ and $k=e^2/(4\pi\varepsilon_0)=1.4400$ eV nm. Potentials below are in units of $kq/\varepsilon$, so that a unit point charge gives $1/r$. The mean potential over the cell is set to zero. The background then contributes nothing to the energy, which is $\frac{kq^2}{2\varepsilon}\int\rho\,\phi\,d^3r$ with $\rho$ the normalised Gaussian.

**Point charges first.** Near one charge of a periodic point-charge lattice, the potential is $1/r+v(r)$, where $v$ comes from the other charges and the background. At the origin $v$ can depend on no length but $L$, so $v(0)=-\alpha/L$ with a pure number $\alpha$.

To find $\alpha$, set $L=1$ and build the crystal from neutral cubes, each a unit point charge minus a uniform unit density. A block of $(2N+1)^3$ cubes gives at its centre

$$\sum_{\mathbf m\neq0}\frac1{|\mathbf m|}-c\,(2N+1)^2,\qquad c=\int_{\text{unit cube}}\frac{d^3r}{r},$$

because the integral of $1/r$ over a cube scales as the square of its edge. This sum does not have zero mean. At small wavevector $g$ the transform of one cube's charge is $-g^2M/6$, with $M=\int\rho_{\rm cube}r^2d^3r=-3/12=-1/4$. Multiplication by $4\pi/g^2$ gives the mean potential $-2\pi M/3=\pi/6$, which must be subtracted. Hence

$$\alpha=\lim_{N\to\infty}\left[c(2N+1)^2-\sum_{\mathbf m\ne0}\frac1{|\mathbf m|}+\frac{\pi}{6}\right]=2.8373.$$

Away from the origin, Poisson's equation with background density $-1/V$ reads $\nabla^2v=4\pi/V$. Since $\nabla^2r^2=6$, the angular average of $v$ for $r<L$, inside the shell of nearest charges, is

$$\bar v(r)=-\frac{\alpha}{L}+\frac{2\pi r^2}{3V}.$$

**Now spread the charges.** Each $1/r$ becomes $\operatorname{erf}(r/\sqrt2 s)/r$. The integrated potential of each charge falls by

$$4\pi\int_0^\infty r\,\operatorname{erfc}\!\left(\frac{r}{\sqrt2\,s}\right)dr
=8\pi s^2\int_0^\infty t\,\operatorname{erfc}(t)\,dt=2\pi s^2,$$

since the last integral is $1/4$. To restore zero mean, $2\pi s^2/V$ is added to the potential. If the tails of neighbouring Gaussians do not overlap, the energy is the isolated energy plus

$$\frac{kq^2}{2\varepsilon}\left[-\frac{\alpha}{L}+\frac{2\pi}{3V}\langle r^2\rangle+\frac{2\pi s^2}{V}\right].$$

For the Gaussian $\langle r^2\rangle=3s^2$, so the last two terms are equal and

$$E(L)=E_{\rm iso}-\frac{\alpha kq^2}{2\varepsilon L}+\frac{2\pi kq^2s^2}{\varepsilon L^3}.$$

With $L=na$,

$$A=-\frac{\alpha kq^2}{2\varepsilon a},\qquad B=\frac{2\pi kq^2s^2}{\varepsilon a^3}.$$

The isolated energy follows in wavevector space, where the Gaussian is $e^{-g^2s^2/2}$:

$$E_{\rm iso}=\frac{kq^2}{2\varepsilon}\int\!\frac{d^3g}{(2\pi)^3}\frac{4\pi}{g^2}e^{-g^2s^2}
=\frac{kq^2}{\varepsilon\pi}\int_0^\infty\! e^{-g^2s^2}dg=\frac{kq^2}{2\sqrt\pi\,\varepsilon s}.$$

In the periodic cell the integral is replaced by a sum over non-zero reciprocal-lattice vectors:

$$E(L)=\frac{kq^2}{2\varepsilon}\frac{4\pi}{V}\sum_{\mathbf g\neq0}\frac{e^{-g^2s^2}}{g^2}.$$

This sum includes the overlap of tails and supplies the energies in part 5. The three-term form requires $L$ to be well above $2s$. In a full defect calculation, the part of the formation energy that does not depend on $n$ simply adds to $E_0$.

### 2. The extrapolated energy

There are three energies and three coefficients, so the fit passes through all the data. Its intercept is linear in them, $E_0=\sum_iw_iE_i$. Inserting the fitted form shows what the weights must satisfy:

$$\sum_iw_i=1,\qquad \sum_i\frac{w_i}{n_i}=0,\qquad\sum_i\frac{w_i}{n_i^3}=0.$$

The last two conditions say that $w$ is perpendicular to two vectors. Multiplying these vectors by $12$ and $12^3$ makes them integer: $(6,4,3)$ and $(216,64,27)$. Their cross product is

$$\begin{aligned}
4\cdot27-3\cdot64&=-84,\\
3\cdot216-6\cdot27&=486,\\
6\cdot64-4\cdot216&=-480.
\end{aligned}$$

Division by $-6$ gives $(14,-81,80)$, whose sum is $13$. The first condition fixes the scale:

$$E_0=\frac{14E(2)-81E(3)+80E(4)}{13}.$$

The two zero conditions survive any common rescaling of the lengths. Cells with $n=4,6,8$ therefore have the same weights. Larger cells in the same ratio reduce the error of the assumed form, but not the amplification of noise.

### 3. Propagation of errors

Let the energy errors be $\delta_i$. Then $\delta E_0=\sum_iw_i\delta_i$. For independent errors the cross terms average to zero, and

$$\frac{\operatorname{Var}E_0}{\sigma^2}=\sum_iw_i^2=\frac{196+6561+6400}{169}=\frac{13157}{169}=77.85.$$

The standard deviation is therefore

$$\sigma_{E_0}=\frac{\sqrt{13157}}{13}\,\sigma=8.82\,\sigma,$$

an almost ninefold amplification. No normal distribution was assumed. Fits to 200,000 random triples gave factors of 8.84 for normal errors and 8.83 for uniform ones.

If each pair of errors has correlation $\rho$, the cross terms add $\rho\sum_{i\ne j}w_iw_j$. Because $(\sum w_i)^2=1$, that double sum equals $1-\sum w_i^2$, and

$$\frac{\operatorname{Var}E_0}{\sigma^2}=(1-\rho)\sum_iw_i^2+\rho.$$

At $\rho=0.5$ the factor is 6.28. At $\rho=1$ it is 1: a shift common to all cells passes unamplified into $E_0$.

If the errors are independent but grow in proportion to $n$, with $\sigma$ their size at $n=2$, each weight is multiplied by $n/2$. The factor becomes

$$\frac{\sqrt{14^2+121.5^2+160^2}}{13}=15.5.$$

If the errors are known only to satisfy $|\delta_i|\le\sigma$, the largest possible shift has signs matching the weights, $(+,-,+)$ or the reverse. Its size is $(14+81+80)\sigma/13=13.5\,\sigma$.

### 4. The cause of the amplification

Consider a least-squares fit with one size term, $E=c_0+c_1y$. Let $\bar y$ be the mean of the three $y_i$ and $S=\sum_i(y_i-\bar y)^2$. Then

$$c_1=\frac1S\sum_i(y_i-\bar y)E_i,\qquad c_0=\bar E-c_1\bar y,$$

so the weights of the intercept are $u_i=\frac13-\bar y(y_i-\bar y)/S$. When these are squared and summed, the cross term vanishes because $\sum(y_i-\bar y)=0$:

$$\frac{\operatorname{Var}c_0}{\sigma^2}=\frac13+\frac{\bar y^2}{S}.$$

A common factor in $y$ cancels, so integers can be used again.

- For $y=1/n$, take $(6,4,3)$: $\bar y=13/3$ and $S=14/3$. The variance ratio is $1/3+169/42=4.357$, and the amplification is 2.09.
- For $y=1/n^3$, take $(216,64,27)$: $\bar y=307/3$ and $S=60194/3$. The variance ratio is $1/3+0.522=0.855$, and the amplification is 0.925.

Neither size term alone gives a factor near nine. It appears when both are determined from these three lengths, because a change of $E_0$ can then be almost hidden by compensating changes of $A$ and $B$. To see how well it is hidden, change the energies by $\delta_i=\sigma w_i/\sqrt{\sum w^2}$. For $\sigma=10$ meV these changes are $1.2$, $-7.1$ and $7.0$ meV, with a root-sum-square of 10 meV. Yet $E_0$ moves by $\sigma\sqrt{\sum w^2}=88$ meV.

Adding a fourth cell, $n=5$, with the same noise lowers the three-term amplification to 4.59.

### 5. Worked case

The formulas of part 1 give

$$A=-\frac{2.8373\times1.4400}{2\times12\times0.54}\ \text{eV}=-0.3153\ \text{eV},$$

$$B=\frac{2\pi\times1.4400\times0.20^2}{12\times0.54^3}\ \text{eV}=0.1915\ \text{eV},$$

and $E_{\rm iso}=0.169253$ eV. The reciprocal-lattice sum gives these electrostatic energies, with atom counts for a diamond-structure host:

| $n$ | $L$ (nm) | Atoms | $E$ (eV) |
|---|---|---|---|
| 2 | 1.08 | 64 | 0.035525 |
| 3 | 1.62 | 216 | 0.071264 |
| 4 | 2.16 | 512 | 0.093433 |

The extra digits are kept to expose small fitting errors; they do not express the accuracy of the model for a real defect.

**Without noise.** The extrapolation is

$$E_0=\frac{14(0.035525)-81(0.071264)+80(0.093433)}{13}\ \text{eV}=0.1692\ \text{eV}.$$

It lies 0.048 meV below $E_{\rm iso}$. The source is the smallest cell. There the three-term formula predicts $0.169253-0.157624+0.023941=0.035570$ eV, which is 0.045 meV above the sum. The weight $14/13$ turns this overlap error into 0.048 meV. So small a value belongs to the Gaussian tail; a charge density decaying exponentially, with the same $\langle r^2\rangle$, gives about 0.4 meV.

**With noise.** For $\sigma=10$ meV, the standard deviation of $E_0$ is $8.823\times10=88$ meV, about half of the electrostatic energy sought. Errors of $+10,-10,+10$ meV give $E_0=0.304$ eV, a shift of 135 meV.

**Omitting the cubic term.** The fit to $E_0+A/n$ has a bias of $-19.8$ meV relative to $E_{\rm iso}$ and a noise of $2.087\times10=20.9$ meV. Its total root-mean-square error is

$$\sqrt{19.75^2+20.87^2}\ \text{meV}=28.7\ \text{meV},$$

against 88.2 meV for the three-term fit. Here the formally less complete fit is the more accurate one. The two are equal when the extra noise variance balances the squared bias. Neglecting the 0.048 meV bias of the three-term fit,

$$\sigma=\frac{19.75\ \text{meV}}{\sqrt{77.852-4.357}}=2.30\ \text{meV}.$$

Below this noise the three-term fit beats the fit to $E_0+A/n$. The threshold belongs to this model and these cells, since the bias is essentially proportional to $B$. In an atomistic calculation the short-range part of the defect potential also contributes to $B$, because its average over the cell varies as $1/V$. This average can have either sign, so $B$ can differ from the Gaussian value in size and even in sign.

**Fixing the $1/n$ term.** If $\varepsilon$ is known, $A/n$ can be subtracted before fitting a constant and $B/n^3$. Suppose the permittivity used is 5 percent too large. The slope left in the data is $A(1-1/1.05)=-0.0150$ eV. The intercept weights $u_i$ for $y=1/n^3$ give $\sum u_i/n_i=0.232$, so the bias is about $-3.5$ meV. The noise is $0.925\times10=9.25$ meV, and the total error is 9.9 meV. Among the three fits at this noise level, this one is the most accurate. The three-term fit overtakes it only below $\sigma=3.48\ \text{meV}/\sqrt{77.852-0.855}=0.40$ meV. The advantage rests on a permittivity that matches the calculation, the static value if the ions relax and the electronic value if they are held fixed. At $\sigma=10$ meV it is lost to the $E_0+A/n$ fit if the value used is about 27 percent too small or 59 percent too large.

### Relation to real defects and range of validity

The lattice constant and permittivity are close to those of silicon; the charge spread is a rough choice for a compact deep defect. The noise of 10 meV is an assumed size for errors from, say, incomplete relaxation or Brillouin-zone sampling. Such errors are reproducible rather than random, and they may be correlated between cells, so 88 meV is a measure of sensitivity and not a measured scatter.

Real defects can also break the assumption of a compact charge without overlap. With $s=0.40$ nm, the three-term fit misses the corresponding isolated energy by $-18$ meV even without noise. A shallow dopant in silicon, whose orbit extends over nanometres, is outside the range of this extrapolation for the present cells.

Other omitted size effects can be sized through the same weights:

- A level shift by hybridisation between images, 20 meV at $n=2$ and decaying as $e^{-L/\lambda}$ with $\lambda=0.30$ nm, moves $E_0$ by 4.3 meV.
- A term in $1/n^5$ worth 10 meV at $n=2$ moves $E_0$ by 4.5 meV.
- The elastic energy scale $K(\Delta V)^2/(2V)$, with bulk modulus $K=100$ GPa and relaxation volume $\Delta V=0.005$ nm³, is 6.2 meV at $n=2$. This is the energy difference between a fixed and a relaxed cell; the image error at fixed cell is of the same order but smaller. For a point-like source in linear elasticity both vary as $1/V$, so the fitted $B$ absorbs them and $E_0$ is unaffected. A source of finite extent leaves a small residue.

For dilute defects in equilibrium at fixed atomic chemical potentials and fixed Fermi level, the concentration is proportional to $e^{-E_0/k_BT}$, where $E_0$ now stands for the full formation energy. At a processing temperature of 1300 K, $k_BT=112$ meV, and an error of one standard deviation changes the concentration by a factor $e^{88.2/112.0}=2.2$. The static energy leaves out the formation entropy. An assumed entropy of $3k_B$ contributes 336 meV to the free energy at this temperature and changes the concentration by $e^3\approx20$. For absolute concentrations that omission can outweigh the fitting noise.

The main values of the Gaussian model are in the numerical output below.

## Table of computed values

```
Exact weights for n=2,3,4: 14/13, -81/13, 80/13
Decimal weights: 1.0769, -6.2308, 6.1538
Sum of squared weights: 77.852
Noise amplification, formula: 8.823
Noise amplification, random normal data: 8.838
Noise amplification, random uniform data: 8.825
Lattice constant a: 0.54 nm; permittivity: 12
Charge spread s: 0.20 nm; charge: +1 e
Coulomb constant k: 1.4400 eV nm
Simple-cubic lattice constant alpha: 2.8373
n=2: L=1.08 nm, 64 atoms, E=0.035525 eV
n=3: L=1.62 nm, 216 atoms, E=0.071264 eV
n=4: L=2.16 nm, 512 atoms, E=0.093433 eV
Isolated energy: 0.169253 eV
Predicted A, B: -0.31525, 0.19153 eV
Fitted A, B: -0.31499, 0.19053 eV
Fitted E0: 0.169204 eV
Three-term fit bias: -0.048 meV
Input noise sigma: 10.0 meV
Noise in E0: 88.2 meV
E0 with errors +,-,+ sigma: 0.303820 eV
Worst bounded-error shift: 134.6 meV
Amplification, constant + 1/n: 2.087
Amplification, constant + 1/n^3: 0.925
Bias when cubic term is omitted: -19.75 meV
Total rms error, constant + 1/n: 28.7 meV
Total rms error, three terms: 88.2 meV
Break-even input noise: 2.30 meV
Assumed permittivity error: 5 percent
Fixed-slope fit bias: -3.48 meV
Fixed-slope total rms error: 9.9 meV
Three-term amplification with n=2,3,4,5: 4.586
Amplification at pair correlation 0.5: 6.279
Amplification if noise grows as n (unit at n=2): 15.492
Fit bias for charge spread 0.40 nm: -18.25 meV
Hybridisation at n=2: 20 meV; decay: 0.30 nm
Hybridisation bias in E0: 4.30 meV
Fifth-power term at n=2: 10 meV
Fifth-power bias in E0: 4.49 meV
Bulk modulus: 100 GPa
Relaxation volume: 0.005 nm^3
Elastic energy scale at n=2: 6.2 meV
Processing temperature: 1300 K; kT: 112.0 meV
Entropy term for 3 k_B: 336 meV
Concentration factor for one sigma in E0: 2.20
```
